\section*{The Peierls-Nabarro Edge Dislocation: Core Profile and Peierls Stress, part 1}

(Sections cited here and not found follow in the second part.)

\section{The core as a balance of two forces}

A straight edge dislocation lies along the $z$ axis of a crystal, with glide plane $y=0$. The crystal is cut along this plane into an upper half ($y>0$) and a lower half ($y<0$). Each half is treated as an isotropic, linear elastic continuum with shear modulus $\mu$ and Poisson ratio $\nu$. Nothing depends on $z$ and there is no displacement along $z$, so the strain is plane. Across the cut, two atomic planes a distance $d$ apart face each other. Their interaction is not linear, because one plane can slip over the other by a whole lattice period $b$, the Burgers length.

Let $u_+(x)$ and $u_-(x)$ be the displacements along $x$ of the upper and lower faces, measured from a reference state in which the two facing rows of atoms are offset by $b/2$. The disregistry is
\begin{equation}
\delta(x)=\frac b2+u_+(x)-u_-(x).
\label{eq:disreg}
\end{equation}
The rows are in register when $\delta=0$ and again when $\delta=b$. The dislocation is the transition between these two states:
\begin{equation}
\delta(-\infty)=b,\qquad \delta(+\infty)=0 .
\label{eq:bc}
\end{equation}
Since $u_+-u_-$ falls by $b$ from left to right, the upper face is compressed relative to the lower one, and the extra half-plane of atoms is in the upper half.

The numerical example uses round model parameters: $\mu=50$ GPa, $\nu=0.30$, $b=0.25$ nm and $d=0.20$ nm.

\subsection*{(a) Elastic response to one Fourier mode}

The upper face is given the displacement $U\cos kx$ along $x$, with $k>0$, and carries no normal traction. Find the shear stress on it. Then join the lower half without opening a gap, and express the shear stress through the relative displacement of the faces.

\paragraph{Solution.}
An Airy function $\phi$ gives stresses
\begin{equation}
\sigma_{xx}=\partial_y^2\phi,\qquad
\sigma_{yy}=\partial_x^2\phi,\qquad
\sigma_{xy}=-\partial_x\partial_y\phi ,
\end{equation}
which satisfy $\partial_x\sigma_{xx}+\partial_y\sigma_{xy}=0$ and $\partial_x\sigma_{xy}+\partial_y\sigma_{yy}=0$ identically. For a mode that decays into the upper half, try $\phi=(A_0+Ay)e^{-ky}\sin kx$. The normal stress at the face is $-k^2A_0\sin kx$, so its absence requires $A_0=0$. Differentiating $\phi=Ay\,e^{-ky}\sin kx$ gives
\begin{align}
\sigma_{xx}&=A(-2k+k^2y)e^{-ky}\sin kx,\\
\sigma_{yy}&=-Ak^2y\,e^{-ky}\sin kx,\\
\sigma_{xy}&=-Ak(1-ky)e^{-ky}\cos kx .
\end{align}

In plane strain $\varepsilon_{zz}=0$, hence $\sigma_{zz}=\nu(\sigma_{xx}+\sigma_{yy})$. Inserting this in Hooke's law, with Young's modulus $2\mu(1+\nu)$, gives
\begin{equation}
\varepsilon_{xx}=\frac{(1-\nu)\sigma_{xx}-\nu\sigma_{yy}}{2\mu},\qquad
\varepsilon_{yy}=\frac{(1-\nu)\sigma_{yy}-\nu\sigma_{xx}}{2\mu}.
\end{equation}
For the stresses above,
\begin{align}
\varepsilon_{xx}&=\frac{A}{2\mu}\left[-2k(1-\nu)+k^2y\right]e^{-ky}\sin kx,\\
\varepsilon_{yy}&=\frac{A}{2\mu}\left[2\nu k-k^2y\right]e^{-ky}\sin kx .
\end{align}
Integrating the first over $x$ and the second over $y$ yields
\begin{align}
u_x&=\frac{A}{2\mu}\left[2(1-\nu)-ky\right]e^{-ky}\cos kx,\\
u_y&=\frac{A}{2\mu}\left[1-2\nu+ky\right]e^{-ky}\sin kx .
\end{align}
The shear strain must agree with the same pair of displacements. Indeed,
\begin{align}
\mu(\partial_yu_x+\partial_xu_y)
&=\frac{Ak}{2}\left[(-3+2\nu+ky)+(1-2\nu+ky)\right]e^{-ky}\cos kx\nonumber\\
&=-Ak(1-ky)e^{-ky}\cos kx=\sigma_{xy}.
\end{align}
The displacements and stresses are therefore consistent.

At the face, $u_x=U\cos kx$ gives $U=A(1-\nu)/\mu$. Eliminating $A$,
\begin{equation}
\sigma_{xy}(x,0)=-\frac{\mu k}{1-\nu}\,U\cos kx .
\label{eq:half}
\end{equation}
The minus sign is a matter of orientation. The outward normal of the upper half points along $-y$, so the external traction on its face is $-\sigma_{xy}$, which has the same sign as the displacement it produces.

For the lower half take
\begin{equation}
u_x^{\rm low}(x,y)=-u_x(x,-y),\qquad
u_y^{\rm low}(x,y)=u_y(x,-y).
\end{equation}
The normal displacements agree at $y=0$, so no gap opens. Under this mapping both normal strains change sign, while the shear strain keeps its sign. The shear traction is continuous, and the normal tractions vanish on both faces. The faces move by equal and opposite amounts, and their relative displacement has amplitude $D=2U$. Allowing either sign of $k$,
\begin{equation}
\sigma_{xy}=-\frac{\mu|k|}{2(1-\nu)}\,D\cos kx .
\label{eq:mode}
\end{equation}
A shorter wave needs a larger stress because the same displacement is confined to a thinner elastic layer, of depth about $1/|k|$.

\subsection*{(b) The stress of an arbitrary disregistry}

Convert the response to a single mode into an integral over the slope $\delta'(x)$. Check the result for a dislocation whose slip is concentrated at a point.

\paragraph{Solution.}
A constant shift of one half causes no strain, so the $b/2$ in Eq.~\eqref{eq:disreg} does not affect the elastic stress. For a mode with amplitude $\delta_k$, the derivative has amplitude $ik\delta_k$, and
\begin{equation}
|k|\delta_k=-i\,\mathrm{sgn}(k)\,(ik\delta_k).
\end{equation}
The response can thus be written in terms of $\delta'$, which decays at both ends, although $\delta$ itself does not. The multiplier $-i\,\mathrm{sgn}(k)$ comes from the principal-value integral
\begin{align}
\frac1\pi\,\mathrm{PV}\!\int_{-\infty}^{\infty}\frac{e^{ikx'}}{x-x'}\,dx'
&=\frac{e^{ikx}}{\pi}\,\mathrm{PV}\!\int_{-\infty}^{\infty}\frac{e^{-ikt}}{t}\,dt\nonumber\\
&=-\frac{i e^{ikx}}{\pi}\int_{-\infty}^{\infty}\frac{\sin kt}{t}\,dt
=-i\,\mathrm{sgn}(k)e^{ikx}.
\label{eq:hilbert}
\end{align}
Here $t=x-x'$, and the even part $\cos(kt)$ drops out against the odd factor $1/t$. The last integral follows from $1/t=\int_0^\infty e^{-pt}dp$ for $t>0$:
\begin{equation}
\int_0^\infty\frac{\sin t}{t}\,dt=\int_0^\infty\frac{dp}{1+p^2}=\frac\pi2 .
\end{equation}
Superposing the modes in Eq.~\eqref{eq:mode} gives
\begin{equation}
\sigma_{xy}(x,0)=-\frac{\mu}{2\pi(1-\nu)}\,
\mathrm{PV}\!\int_{-\infty}^{\infty}\frac{\delta'(x')}{x-x'}\,dx'.
\label{eq:elastic}
\end{equation}

If all the slip ends at $x=0$, then $\delta'$ is $-b$ times a unit delta function, and
\begin{equation}
\sigma_{xy}(x,0)=\frac{\mu b}{2\pi(1-\nu)x}.
\label{eq:volterra}
\end{equation}
This is the singular field of an edge dislocation in linear elasticity. Equation~\eqref{eq:elastic} adds such fields with Burgers content $-\delta'(x')dx'$ in each interval. The singularity will disappear if the content is spread smoothly over a finite width.

\subsection*{(c) The restoring force and the equation of balance}

Assume that the traction between the facing planes is a single sine of the local disregistry, with period $b$. Fix its amplitude, find the corresponding energy per area, and write the condition of equilibrium.

\paragraph{Solution.}
Write the traction as $\tau(\delta)=C\sin(2\pi\delta/b)$. For a small relative shift $\delta$ across a gap $d$ the shear strain is $\delta/d$, and Hooke's law requires $\tau=\mu\delta/d$. Expanding the sine gives $2\pi C/b=\mu/d$, so
\begin{equation}
\tau(\delta)=\frac{\mu b}{2\pi d}\sin\frac{2\pi\delta}{b}.
\label{eq:tau}
\end{equation}
The energy per area, counted from perfect register, is
\begin{align}
\gamma(\delta)&=\int_0^\delta\tau(\delta_1)\,d\delta_1
=\frac{\mu b^2}{4\pi^2d}\left(1-\cos\frac{2\pi\delta}{b}\right)\nonumber\\
&=\frac{\mu b^2}{2\pi^2d}\sin^2\frac{\pi\delta}{b}.
\label{eq:gamma}
\end{align}

Besides its shape and the use of the bulk shear modulus for the gap, this law has two assumptions. The traction at $x$ depends on $\delta$ at that same $x$, and the planes do not move apart as they slip. A material whose slip energy has other harmonics, or a marked opening of the planes, needs a different law.

When the upper plane is shifted slightly toward $+x$, it pulls the lower plane toward $+x$. This is a positive $\sigma_{xy}$, so the stress supplied by the elastic halves must equal $+\tau(\delta)$:
\begin{equation}
\frac{\mu b}{2\pi d}\sin\frac{2\pi\delta(x)}{b}
=-\frac{\mu}{2\pi(1-\nu)}\,
\mathrm{PV}\!\int_{-\infty}^{\infty}\frac{\delta'(x')}{x-x'}\,dx'.
\label{eq:PN}
\end{equation}
This is the Peierls-Nabarro equation for no applied stress. The right side alone would spread the slip without limit, since like Burgers contents repel. The left side resists spreading because a wide core leaves many atoms out of register.

\subsection*{(d) Solving the equation}

Find a solution that satisfies the boundary values \eqref{eq:bc}, and determine its width.

\paragraph{Solution.}
Introduce the angle $\theta=2\pi\delta/b$, which must fall from $2\pi$ to zero. In Fourier space the elastic stress is $-\mu|k|\delta_k/[2(1-\nu)]$, so Eq.~\eqref{eq:PN} becomes
\begin{equation}
\sin\theta=-\zeta\,|\partial_x|\theta,\qquad
\zeta=\frac{d}{2(1-\nu)},
\label{eq:zeta}
\end{equation}
where $|\partial_x|$ multiplies each mode by $|k|$. The nonlocal operator becomes local if $\theta(x)$ is continued to a harmonic function $\Theta(x,\eta)$ in an auxiliary half-plane $\eta\ge0$. Each mode continues as $e^{ikx-|k|\eta}$, so $|\partial_x|\theta=-\partial_\eta\Theta$ at $\eta=0$. The problem is then to find a harmonic function with
\begin{equation}
\zeta\,\partial_\eta\Theta=\sin\Theta\qquad\text{at }\eta=0 .
\label{eq:boundary}
\end{equation}

The polar angle of a point is harmonic. It is zero far to the right and $\pi$ far to the left, which is half of what is needed. Therefore try $\Theta=2\varphi$, with $\varphi$ the polar angle about a point at depth $a>0$ below the boundary:
\begin{equation}
\varphi=\arg\left[x+i(\eta+a)\right].
\end{equation}
At $\eta=0$ one has $\cos\varphi=x/\sqrt{x^2+a^2}$ and $\sin\varphi=a/\sqrt{x^2+a^2}$. Hence
\begin{equation}
\partial_\eta\Theta=\frac{2x}{x^2+a^2},\qquad
\sin\Theta=2\sin\varphi\cos\varphi=\frac{2ax}{x^2+a^2}.
\end{equation}
Equation~\eqref{eq:boundary} holds for every $x$ if $a=\zeta$. Since $\cot\varphi=x/\zeta$ on the boundary, $\varphi=\pi/2-\arctan(x/\zeta)$, and
\begin{equation}
\delta(x)=\frac b2-\frac b\pi\arctan\frac x\zeta .
\label{eq:core}
\end{equation}

Because $\theta$ does not vanish at $-\infty$, it is worth checking the integral directly through its slope. The slope and its Fourier representation are
\begin{equation}
\delta'(x)=-\frac b\pi\frac{\zeta}{x^2+\zeta^2}
=-b\int_{-\infty}^{\infty}\frac{dk}{2\pi}\,e^{-|k|\zeta}e^{ikx}.
\label{eq:lorentz}
\end{equation}
Applying Eq.~\eqref{eq:hilbert} to each mode gives
\begin{equation}
\frac1\pi\,\mathrm{PV}\!\int\frac{\delta'(x')}{x-x'}dx'
=-\frac b\pi\int_0^\infty e^{-k\zeta}\sin kx\,dk
=-\frac b\pi\frac{x}{x^2+\zeta^2}.
\end{equation}
The elastic stress is thus $\mu bx/[2\pi(1-\nu)(x^2+\zeta^2)]$. The restoring traction is $\mu b\zeta x/[\pi d(x^2+\zeta^2)]$, and the two agree for the $\zeta$ in Eq.~\eqref{eq:zeta}.

The construction supplies a solution but does not prove that it is unique. The centre can certainly be moved to any $s$ by replacing $x$ with $x-s$. With the centre held fixed, a numerical solution of Eq.~\eqref{eq:PN}, started from a profile that deviated by up to $0.085b$ at the sampled points, converged to Eq.~\eqref{eq:core} within rounding error.

\subsection*{(e) The size of the core}

Interpret $\zeta$, evaluate the core for the model parameters, and judge where the continuum description is strained.

\paragraph{Solution.}
At $x=\pm\zeta$ the arctangent is $\pm\pi/4$, so $\delta$ is $b/4$ on the right and $3b/4$ on the left. Half of the slip takes place within the full width $2\zeta$. For the example,
\begin{equation}
\zeta=\frac{0.20\ \mathrm{nm}}{2(1-0.30)}=0.143\ \mathrm{nm},
\qquad 2\zeta=0.286\ \mathrm{nm}.
\end{equation}
The restoring traction is largest at $\delta=b/4$, hence at $x=\zeta$, where it equals $\mu b/(2\pi d)=9.95$ GPa.

For $|x|\gg\zeta$ the stress approaches Eq.~\eqref{eq:volterra}; at the centre it is zero instead of infinite. The finite core does not make linear elasticity accurate there. Each face carries half of the slope $\delta'$, so the magnitude of its strain at the centre is
\begin{equation}
\frac{b}{2\pi\zeta}=\frac{0.25}{2\pi\times0.143}\approx0.28 .
\end{equation}
This is large for a linear theory, and the core is only slightly wider than one lattice period. The profile is a solution of the model; its details at this scale are not a quantitative prediction for a crystal.

\section{The lattice and the stress needed for glide}

The second half uses the following results. The disregistry of a dislocation centred at $s$ is $\delta(x-s)$, where $\delta(x)=b/2-(b/\pi)\arctan(x/\zeta)$ and $\zeta=d/[2(1-\nu)]$. Here $b$ is the Burgers length, $d$ the spacing of the facing planes, $\mu$ the shear modulus and $\nu$ the Poisson ratio. The misfit energy per area is $\gamma=(\mu b^2/2\pi^2d)\sin^2(\pi\delta/b)$. The upper and lower faces move by equal and opposite amounts from a reference state in which their atomic rows are offset by $b/2$. The example has $\mu=50$ GPa, $\nu=0.30$, $b=0.25$ nm, $d=0.20$ nm and $\zeta=0.143$ nm.

\subsection*{(f) The misfit energy in the continuum}

Find the distribution of misfit energy along $x$ and its integral. Explain why the continuum model gives no resistance to glide.

\paragraph{Solution.}
Let $\varphi=\pi\delta/b$. The profile gives $\cot\varphi=x/\zeta$, and therefore
\begin{equation}
\sin^2\varphi=\frac{1}{1+\cot^2\varphi}=\frac{\zeta^2}{x^2+\zeta^2}.
\end{equation}
With the shorthand $\gamma(x)$ for the energy density on the profile centred at zero,
\begin{equation}
\gamma(x)=\frac{\mu b^2}{2\pi^2d}\,\frac{\zeta^2}{x^2+\zeta^2}.
\label{eq:density}
\end{equation}
Since $\int\zeta^2dx/(x^2+\zeta^2)=\pi\zeta$, the misfit energy per length of dislocation is
\begin{equation}
K=\int_{-\infty}^{\infty}\gamma(x)\,dx
=\frac{\mu b^2\zeta}{2\pi d}
=\frac{\mu b^2}{4\pi(1-\nu)} .
\label{eq:K}
\end{equation}
The spacing $d$ cancels: a larger $d$ weakens the restoring force but widens the core in proportion. For the example,
\begin{equation}
K=\frac{50\ \mathrm{GPa}\times(0.25\ \mathrm{nm})^2}{4\pi\times0.70}
=2.22\ \mathrm{eV/nm}.
\end{equation}

Moving the centre to $s$ replaces $\gamma(x)$ by $\gamma(x-s)$, whose integral is the same. The elastic interaction depends on differences of position, so in an infinite body its energy is also unchanged by a rigid translation. A continuum dislocation can therefore stand anywhere and glides under any stress, however small. Resistance requires the discrete positions of the atoms.

The balance of elastic stress and restoring traction has given a core of half-width $\zeta$ and misfit energy $K$ per length, but in the continuum this core glides without resistance. It remains to sum the misfit energy over discrete atomic positions, find the resulting Peierls stress, and examine how far it depends on the way the energy is sampled.

Numerical values quoted here were computed with a short program.
